Silicon donor 2p levels from an anisotropic variational basis

**Problem**

A singly charged donor in silicon binds one electron, taken from a single conduction-band valley whose axis is z. The masses are m_t = 0.1905 m_e across the axis and m_l = 0.9163 m_e along it, and the static dielectric constant is ε = 11.4. In effective-mass theory, find the binding energies of the two lowest odd-parity levels: 2p0, with angular momentum m = 0 about z, and 2p±, with |m| = 1. Do they depend on the donor species?

**Units**

The envelope function obeys

−(ħ²/2m_t)(∂x² + ∂y²)ψ − (ħ²/2m_l)∂z²ψ − e²ψ/(4πε₀εr) = Eψ,

with E measured from the band edge. Lengths are measured in a* = ε(m_e/m_t)a₀ = 31.67 Å and energies in Ry* = Ry(m_t/m_e)/ε² = 19.944 meV. Since Ry* = ħ²/(2m_t a*²) = e²/(8πε₀εa*), the Hamiltonian becomes

H = −∂x² − ∂y² − γ∂z² − 2/r,  γ = m_t/m_l = 0.2079.

The binding energy is −E.

**A tempting solution**

Replace the three kinetic coefficients 1, 1, γ by their mean, c = (2 + γ)/3 = 0.7360. Then H = −c∇² − 2/r is a hydrogen problem, whose n = 2 level is

E = −1/(4c) = −0.3397 Ry*,

a binding energy of 0.3397 × 19.944 = 6.77 meV for 2p0 and 2p± alike. A p envelope vanishes at the donor, where the species differ, so the species has no effect at all.

**Where it fails**

The mean assigns each direction one third of ⟨p²⟩. That is right for a spherical s function, but not for a p function. The Fourier transform of z f(r) has the form p_z h(p), so the share of ⟨p²⟩ carried by p_z² is

⟨cos⁴θ⟩/⟨cos²θ⟩ = (1/5)/(1/3) = 3/5,

where the brackets on the left side are averages over the sphere. The x and y directions carry 1/5 each. A 2p0 function therefore has most of its ⟨p²⟩ along the direction of heavy mass, where a given ⟨p²⟩ costs the least kinetic energy. For x f(r) the z share is 1/5 and the transverse share 4/5.

With these shares, a spherical p function has the effective kinetic coefficient

2p0: K = 2/5 + 3γ/5 = 0.5247,
2p±: K = 4/5 + γ/5 = 0.8416.

Choosing f as the n = 2 hydrogen function of best size gives E = −1/(4K), or bindings of 9.50 and 5.92 meV. Parity and m are conserved, and each level is the lowest of its own symmetry class, so these energies are variational upper bounds. The 2p0 binding is thus at least 9.50 meV, which rules out 6.77 meV.

The claim about species has a separate fault. The envelope vanishes at a point, whereas the region in which donors differ has a finite size. The shift has to be estimated.

**Right solution: one ellipsoidal function**

Let the function flatten along the heavy axis. Take

ψ₀ = z e^(−q), ψ₁ = x e^(−q), q² = (x² + y²)/a² + z²/b², s = b/a.

In the scaled coordinates ξ = x/a, η = y/a, ζ = z/b, these are spherical p functions of radius q. Direct differentiation gives

∇²(ζe^(−q)) = ζe^(−q)(1 − 2/q) − (2ζ/q)e^(−q) = (1 − 4/q) ζe^(−q),

so ⟨−∇²⟩ = −1 + 4⟨1/q⟩. Here

⟨1/q⟩ = ∫q³e^(−2q)dq / ∫q⁴e^(−2q)dq = (3/8)/(3/4) = 1/2,

and hence ⟨−∇²⟩ = 1. By rotation the same holds for ξe^(−q). Dividing this unit among the directions as before, and restoring 1/a² and 1/b², gives a kinetic energy K/a² with

K₀ = 2/5 + 3γ/(5s²), K₁ = 4/5 + γ/(5s²).

For the potential, let c now denote the cosine of the polar angle in scaled coordinates. Then

r = q√(a²(1 − c²) + b²c²) = aq√(1 − k²c²), k² = 1 − s².

Thus ⟨2/r⟩ = (2/a)(1/2)⟨(1 − k²c²)^(−1/2)⟩ = F/a. The normalized angular weights on 0 < c < 1 are 3c² for m = 0 and (3/2)(1 − c²) for |m| = 1, so

F₀ = 3J₂, F₁ = (3/2)(J₀ − J₂).

The substitution kc = sin t, with upper limit t = arcsin k where cos t = s, yields

J₀ = ∫₀¹ dc/√(1 − k²c²) = arcsin(k)/k,
J₂ = ∫₀¹ c² dc/√(1 − k²c²) = (arcsin k − ks)/(2k³).

The energy is E = K/a² − F/a. Setting −2K/a³ + F/a² = 0 gives a = 2K/F, and then

E = F²/(4K) − F²/(2K) = −F²/(4K).

The remaining minimum over s is found numerically.

- 2p0: s = 0.6043, K = 0.7416, F = 1.3062. Then −F²/(4K), evaluated with unrounded K and F, gives E = −0.5751 Ry*, a binding of 11.47 meV. The lengths are a = 1.1356 a* = 36.0 Å and b = 0.6862 a* = 21.7 Å.
- 2p±: s = 0.6143, K = 0.9102, F = 1.0804. Then E = −1.1673/3.6408 = −0.3206 Ry*, a binding of 6.39 meV. The lengths are a = 1.6849 a* = 53.4 Å and b = 1.0350 a* = 32.8 Å.

Both values of s lie between √γ = 0.456, which would make the kinetic energy isotropic in scaled coordinates, and 1, which would make the potential isotropic. For equal masses, γ = 1, the choice s = 1 gives K = F = 1 and both levels return to the hydrogen value −1/4.

**Right solution: the full basis**

One function gives a bound; a basis that can be enlarged shows how far the bound is from the model's energy. The basis uses spherical harmonics in deformed coordinates. The deformation is fixed, and only the number of functions is increased. Put z = √γ z′. Then γ∂z² = ∂z′², and

r = r′√(1 − (1 − γ)cos²θ′),

so that

H = −∇′² − 2g(θ′)/r′, g = [1 − (1 − γ)cos²θ′]^(−1/2).

All the anisotropy now sits in the angular factor g. Functions spherical in r′ are ellipsoids in real space. Expand

ψ = Σ c_kl [u_k(r′)/r′] Y_lm(θ′, φ), l = 1, 3, 5, …,
u_k = N_k r′² e^(−αr′) L_k^(4)(2αr′), N_k² = (2α)⁵ k!/(k + 4)!.

Odd l follows from odd parity. The u_k are orthonormal because the Laguerre polynomials L_k^(4)(t) are orthogonal with weight t⁴e^(−t). After one integration by parts, with no boundary term since u_k(0) = 0, the matrix elements are

H_(kl,jn) = δ_ln ∫[u_k′u_j′ + l(l + 1)u_k u_j/r′²]dr′ − 2G_ln ∫(u_k u_j/r′)dr′,

where primes on u denote derivatives and G_ln = ∫Y*_lm g Y_nm dΩ′.

The same radial set serves every l, for the following reason. Write w_l for the full radial part belonging to l. Near the origin w₁ ≈ Cr′², and it drives w₃ through

−w₃″ + 12w₃/r′² ≈ 2G₃₁w₁/r′ = 2G₃₁C r′.

Trying w₃ = Ar′³ gives (−6 + 12)A = 2G₃₁C, so A = G₃₁C/3. The l = 3 part begins as r′³, not as the r′⁴ of an isolated l = 3 state, and the chosen set contains that power.

Keeping l = 1 alone leaves hydrogen with charge G₁₁, so E = −G₁₁²/4. For 2p0, G₁₁ = 1.4714 gives −0.5413 Ry*, or 10.8 meV. For 2p±, G₁₁ = 1.1137 gives −0.3101 Ry*, or 6.18 meV. Diagonalizing with 18 radial functions per l and α = 0.8/a* gives these bindings in meV:

| l up to | 2p0 | 2p± |
|---|---|---|
| 1 | 10.795 | 6.185 |
| 3 | 11.440 | 6.385 |
| 5 | 11.488 | 6.401 |
| 7 | 11.491 | 6.402 |
| 11 | 11.492 | 6.402 |

The third decimal shows the convergence; the model does not deserve it. The results are

**2p0: 11.5 meV (1.84 × 10⁻²¹ J); 2p±: 6.4 meV (1.03 × 10⁻²¹ J).**

The single ellipsoid was already within about 0.02 meV of both. The mean-mass value of 6.77 meV is 41 % below the converged 2p0 binding and 6 % above that of 2p±.

These numbers belong to the stated parameters. At fixed masses the energies scale as 1/ε², so ε = 11.7 would give 10.9 and 6.1 meV. That change is far larger than the remaining basis error.

**Dependence on the donor**

Represent the difference between donors by a short-range well −U exp(−r²/r_c²). If r_c is small compared with the envelope, an s function is nearly constant across the well and a 2p0 function is nearly Bz, with B a constant. The first-order energy shifts are

s: ΔE = −U|ψ(0)|² π^(3/2) r_c³,
2p0: ΔE = −U B² ∫z² e^(−r²/r_c²)d³r = −U B² π^(3/2) r_c⁵/2.

The p shift is not zero, but it carries two more powers of the small range.

Its size follows from the ellipsoidal functions. In scaled coordinates the norm integral of ζ²e^(−2q) is (4π/3)(3/4) = π. Restoring the lengths gives B² = 1/(πa²b³) for 2p0 and, for the slope along x, B² = 1/(πa⁴b) for 2p±. Take r_c = 2 Å and U = 3.792 eV, a depth explained below. With the envelope treated as linear across the well, the added binding is

2p0: U√π r_c⁵/(2a²b³) ≈ 0.008 meV,
2p±: U√π r_c⁵/(2a⁴b) ≈ 0.0004 meV.

The 2p± function is wider and has a smaller slope at the donor. Both estimates are somewhat high, because the factor e^(−q) already reduces the envelope inside the well.

A well this deep need not be weak for the ground state, so H with the well was also diagonalized, using 40 radial functions per l and α = 4/a*. The even-parity sector needs u_k ∝ r′e^(−αr′)L_k^(2)(2αr′) and l = 0, 2, …, 10; the odd sector keeps its form, with l up to 11. Without the well the ground state is bound by 31.26 meV. Three model donors are defined by depths that bring this binding to chosen round values:

| Ground state (meV) | U (eV) | Added 2p0 (meV) | Added 2p± (meV) |
|---|---|---|---|
| 35 | 1.802 | 0.0031 | 0.0002 |
| 45 | 3.792 | 0.0071 | 0.0004 |
| 55 | 4.691 | 0.0091 | 0.0005 |

For the middle donor, first-order theory with the converged envelopes gives 0.0062 and 0.0003 meV. The full shift cannot be smaller than this, because the undisturbed state is a valid trial function for the Hamiltonian with the well.

From the first donor to the third the ground state moves by 20 meV, while 2p0 moves by 0.006 meV. For a well of range 2 Å, then, the p levels are independent of species to about 0.01 meV, though not strictly. A wider well, with its depth refitted to the same ground-state bindings, shifts them more: the figure depends on the assumed range. With the 2 Å well, the absorption lines from the ground state to 2p0 and 2p± shift together from one model donor to the next, and their separation stays near 5.1 meV.

The well is a single-valley stand-in. Its range is shorter than the lattice constant of silicon, 5.43 Å, a scale on which effective-mass theory is not reliable, so its depth is a fitted parameter and not a real core potential. In silicon the donor core also couples the six valleys and lacks inversion symmetry, and neither effect is included here. The conclusion also requires a singly charged core: a different charge alters the long-range −2/r itself, which p states feel fully.

Numerical values quoted here were computed with a short program.
